# Cohesion, oxidation and solvation in metal-ion release through interconnect barriers

## What dimensions fix

An ion of charge $ze$ sits in a dielectric of relative permittivity $k$, in a cavity of effective radius $a$. The one energy that can be formed from $ze$, $\varepsilon_0$ and $a$ is $z^2e^2/(\varepsilon_0 a)$, so the electrostatic solvation energy must be this quantity times a function of $k$. Returning $z$ electrons to a reservoir of given level yields an energy proportional to $z$. Atomizing the metal does not involve the charge. The cost of releasing one ion therefore has the form

$$E = E_{\rm coh} + I_z - z\,(\text{electron level}) - \frac{z^2e^2}{\varepsilon_0 a}\,g(k),$$

where $E_{\rm coh}$ is the cohesive energy per atom and $I_z$ is the sum of the first $z$ ionization energies.

An applied field $F$ adds one more energy. The attraction of the ion to its image in a metallic contact scales as $z^2e^2/(\varepsilon_0 k x)$ at distance $x$, and the work of the field as $zeFx$. The combination free of $x$ is the square root of their product, proportional to $z^{3/2}(e^3F/\varepsilon_0k)^{1/2}$.

Cohesion is thus one term among several that grow differently with $z$. The claim that a strongly cohesive metal tolerates a thinner barrier rests on a higher release cost, which the cycle gives when the other terms are equal for the metals compared. Energies below stand for free energies, with entropy differences neglected, and the ions are dilute.

## Cohesion and ionization: the clean metal

Take a large piece of metal with $N$ atoms. One ion $M^{z+}$ is removed and its $z$ electrons stay behind.

1. Removing a neutral atom costs $E_{\rm coh}$.
2. Ionizing it costs $I_z$, with the electrons at rest at the vacuum level.
3. Putting them back at the Fermi level returns $zW$.

For a large body, $z$ extra electrons do not move the Fermi level appreciably, so each returns the same $W$. Before solvation the cost is

$$E_{\rm gas}=E_{\rm coh}+I_z-zW .$$

$W$ is measured from the Fermi level to the vacuum level continued into the dielectric. It then contains the dipole of the contact, and it belongs to whatever surface faces the dielectric. Behind a metallic barrier this is the barrier's surface, so $W$ is common to all metals placed behind it.

The bookkeeping can be tested on a model whose energies are computable directly: a chain of non-interacting electrons, one per atom, with site energy $\varepsilon_s=-5$ eV and hopping $t_1=1$ eV to first and $t_2=0.15$ eV to second neighbours. The band is $\varepsilon(q)=\varepsilon_s-2t_1\cos q-2t_2\cos 2q$, filled for $|q|<\pi/2$. With two spins the energy per atom is

$$2\int_{-\pi/2}^{\pi/2}\frac{dq}{2\pi}\,\varepsilon(q)=\varepsilon_s-\frac{4t_1}{\pi},$$

because $\cos 2q$ integrates to zero over this range. Hence $E_{\rm coh}=4t_1/\pi$. The Fermi level is $\varepsilon(\pi/2)=\varepsilon_s+2t_2$, so $I-W=-\varepsilon_s+(\varepsilon_s+2t_2)=2t_2$. The cycle gives $4t_1/\pi+2t_2=1.5732$ eV. Diagonalizing a chain of 1200 atoms, and the same chain with one atom fewer but all its electrons, gives 1.5740 eV.

## Solvation

The ion is treated as a charged sphere. Outside it the field is $ze/(4\pi\varepsilon_0kr^2)$, and the energy density is $\tfrac12k\varepsilon_0$ times its square. The field energy is

$$\int_a^\infty \frac{k\varepsilon_0}{2}\left(\frac{ze}{4\pi\varepsilon_0kr^2}\right)^2 4\pi r^2\,dr=\frac{z^2e^2}{8\pi\varepsilon_0k}\int_a^\infty\frac{dr}{r^2}=\frac{z^2e^2}{8\pi\varepsilon_0ka}.$$

The solvation energy is the vacuum value ($k=1$) minus this one:

$$S_z=\frac{z^2e^2}{8\pi\varepsilon_0a}\left(1-\frac1k\right).$$

The cost of clean release is therefore

$$E_{\rm rel}=E_{\rm coh}+I_z-zW-S_z .$$

For two metals A and B that release ions of the same charge, with $\Delta$ meaning B minus A,

$$\Delta E_{\rm rel}=\Delta E_{\rm coh}+\Delta I_z-z\Delta W-\Delta S_z .$$

The more cohesive metal B is the easier source when $\Delta S_z+z\Delta W-\Delta I_z>\Delta E_{\rm coh}$. Since $dS_z/da=-S_z/a$, and $S_z$ is many eV for a doubly charged ion, a small change of radius can outweigh a difference in cohesion.

## Oxidation: who takes the electrons

Ionization is itself an oxidation, with the metal contact as electron acceptor. Oxygen or moisture can supply another acceptor. Let $\Lambda$ be the free energy gained per electron, from the vacuum level, when the oxidant takes it and the reduced product stays in the dielectric at a maintained activity. Replacing $W$ by $\Lambda$ gives

$$E_{\rm ox}=E_{\rm coh}+I_z-z\Lambda-S_z=E_{\rm rel}-z(\Lambda-W).$$

Three consequences follow.

- An oxidant in electronic equilibrium with the contact has $\Lambda=W$ and changes nothing. The oxidant helps release when it is supplied out of equilibrium, with $\Lambda>W$.
- On a common contact, ions of equal charge are shifted equally, so the oxidant does not reorder their costs. Ions of unequal charge are shifted unequally.
- For bare metals with different $W$, the term $-z\Delta W$ drops out of the comparison, and this too can change the order.

The clean and oxidant channels may act together. Let channel $i$ release ions at rate $k_i$ and take them back at rate $k_ic/c_i$, where $c$ is the ion density at the interface and $c_i$ its equilibrium value for that channel. The stationary state obeys $k_1(1-c/c_1)+k_2(1-c/c_2)=0$, so

$$c=\frac{k_1+k_2}{k_1/c_1+k_2/c_2}=\frac{r_1c_1+r_2c_2}{r_1+r_2},\qquad r_i=\frac{k_i}{c_i}.$$

This average lies between $c_1$ and $c_2$. With $k_1=3$, $k_2=1$, $c_1=1$ and $c_2=20$ in relative units it is 1.311, which integration in time reproduces. The cost $E_{\rm ox}$ thus describes the limit in which ions return mainly through the oxidant channel.

### A compact oxide

If the oxidant converts the surface into a compact oxide, the source changes. Let $U$ be the energy released when the gaseous ion joins the reduced oxidant in the oxide, and $G$ the stability of the oxide, per metal atom, against metal plus oxidant. Forming the oxide from the metal changes the energy by

$$E_{\rm coh}+I_z-z\Lambda-U=-G .$$

Releasing an ion from the oxide costs $U$ and returns $S_z$. Inserting $U=E_{\rm coh}+I_z-z\Lambda+G$,

$$E_{\rm oxide}=U-S_z=E_{\rm ox}+G .$$

In the form $U-S_z$ neither cohesion nor ionization appears: two metals with equal $U$ and equal $S_z$ release ions from their oxides at equal cost. In the form $E_{\rm ox}+G$ one sees the protection. Oxidation lowers the cost at exposed metal and raises it again by $G$ once the oxide is closed. The result lies above the clean cost $E_{\rm rel}$ only if $G>z(\Lambda-W)$; a less stable oxide is an easier source than the clean metal.

The protection needs the oxidant supply. When the supply stops, metal and oxide come into coexistence, $G$ falls to zero and the metal activity at the surface returns to one. At fixed activity of the reduced product this happens because $\Lambda$ falls by $G/z$, while $U-S_z$ is unchanged. Clean release at cost $E_{\rm rel}$ is then open again, and the oxide protects through slow transport at best.

## Field and image force: from cost to flux

An ion at distance $x$ from a metallic contact is attracted by an image charge at distance $2x$, with force $z^2e^2/[4\pi\varepsilon_0k(2x)^2]$. Integrating from infinity and adding the work of the field gives

$$U(x)=-\frac{z^2e^2}{16\pi\varepsilon_0kx}-zeFx\equiv-k_BT\left(\frac{\alpha}{x}+\beta x\right).$$

In this section $U(x)$ is the ion's potential energy. The steady flux is $J=-D\,[c'+cU'/k_BT]$. Multiplying by $e^{U/k_BT}$ makes the right side a total derivative:

$$J\,e^{U/k_BT}=-D\,\frac{d}{dx}\left(c\,e^{U/k_BT}\right).$$

We assume that release and return at the contact are fast enough to maintain equilibrium there. The bracket then equals $Ne^{-E_{\rm rel}/k_BT}$ at the contact, with $N$ the density of sites. Far away $c$ is finite while $e^{U/k_BT}\to0$, so the bracket vanishes. Integration gives

$$J_0=\frac{D\,N e^{-E_{\rm rel}/k_BT}}{\int_0^\infty e^{-\alpha/x-\beta x}dx}.$$

Substitute $x=\sqrt{\alpha/\beta}\,e^{t}$ and set $y=2\sqrt{\alpha\beta}$. The exponent becomes $-y\cosh t$, and the odd part of $e^t$ integrates to zero, so the integral is

$$\sqrt{\frac{\alpha}{\beta}}\int_{-\infty}^{\infty}\cosh t\;e^{-y\cosh t}dt=2\sqrt{\frac{\alpha}{\beta}}\,K_1(y)=\frac{yK_1(y)}{\beta},$$

with $K_1$ the modified Bessel function. The drift velocity is $v=DzeF/k_BT=D\beta$. Hence

$$J_0=\frac{vN e^{-E_{\rm rel}/k_BT}}{yK_1(y)},\qquad y=\frac{z^{3/2}}{k_BT}\sqrt{\frac{e^3F}{4\pi\varepsilon_0k}} .$$

For weak fields $yK_1(y)\to1$ and plain drift remains. For large $y$, $yK_1(y)\approx\sqrt{\pi y/2}\,e^{-y}$, so, apart from the prefactor, the cost is effectively lowered by $yk_BT$. This is the height by which the maximum of $U$, at $x=\sqrt{\alpha/\beta}$, lies below zero. The lowering grows as $z^{3/2}$, so metals that release ions of different charge must be ranked by $J_0$ and not by $E_{\rm rel}$ alone.

## The barrier: a switch and a length

Let $\eta$ be the metal activity at the outer face of the barrier, with value one at the inner face. A barrier of thickness $L$ and permeability $P$ (diffusivity times equilibrium concentration) passes $J=P(1-\eta)/L$. The dielectric carries away $J=\eta J_0$. Inserting $\eta=J/J_0$ in the first relation gives $JL/P=1-J/J_0$, or

$$\frac1J=\frac LP+\frac1{J_0}.$$

A fine hopping lattice (spacing 0.025 nm) with a 1 nm barrier, $z=1$ and two resistances of similar size gave 0.9988 of the flux from this formula. With a hop of 0.3 nm the flux through the dielectric alone exceeds the continuum $J_0$ by about 8% for $z=1$ and 10% for $z=2$.

If the tolerated flux is $J^*$, the smallest sufficient thickness is

$$L_{\min}=\frac{P}{J^*}\left(1-\frac{J^*}{J_0}\right)=L_\infty\left[1-e^{(E_{\rm rel}-E^*)/k_BT}\right],\qquad L_\infty=\frac P{J^*},$$

when $E_{\rm rel}<E^*$, and zero otherwise. The threshold $E^*$ is the cost at which $J_0=J^*$:

$$E^*=k_BT\ln\frac{vN}{J^*\,yK_1(y)} .$$

A few $k_BT$ below the threshold the bracket is close to one, and a further fall of the release cost hardly changes the thickness. The release cost decides whether a diffusion barrier is needed; its permeability then decides how thick it must be.

Cohesion has a second entry here. If a metal atom is bound in the barrier by an energy $B_b$, its equilibrium concentration there varies as $e^{-(E_{\rm coh}-B_b)/k_BT}$. At equal $B_b$ and equal diffusivity, stronger cohesion lowers $P$ and with it $L_\infty$. In this restricted sense the original claim does concern thickness. The effect is large: at 378 K a difference of 1.4 eV in cohesion lowers $P$ by a factor of $2\times10^{-19}$ at equal $B_b$. The example holds $P$ equal for both metals to isolate release, which amounts to assuming that $B_b$ or the diffusivity compensates the difference; its thicknesses rest on that assumption.

## The contributions weighed

Metal B has rough values typical of cobalt: $E_{\rm coh}=4.4$ eV and $I_2=25.0$ eV, with $z=2$. Metal A is hypothetical, with $E_{\rm coh}=3.0$ eV and $I_1=7.5$ eV, and $z=1$. Both face a dielectric with $k=3$ through a common contact, $W=5.0$ eV, at 378 K and 1 MV/cm. A dose of $10^{11}$ ions/cm² in ten years is tolerated, so $J^*=317$ cm⁻²s⁻¹. With $P=6\times10^{-5}$ cm⁻¹s⁻¹, $L_\infty=1.89$ nm.

**Equal radii, no oxidant.** With $a=0.110$ nm,

$$E_A=3.0+7.5-5.0-4.364=1.136\ {\rm eV},$$
$$E_B=4.4+25.0-10.0-17.454=1.946\ {\rm eV}.$$

The image lowering is 0.219 eV for A and 0.620 eV for B, and the thresholds are 1.250 and 1.657 eV. A lies 0.113 eV below its threshold and needs 1.83 nm. B lies 0.289 eV above its own and needs no diffusion barrier. The order is the one the claim predicts, but cohesion contributes 1.4 eV to a balance in which the other terms differ by far more. Measured against the thresholds, B's advantage is 0.40 eV.

The assumed charges are the relevant ones at this radius: A as a doubly charged ion, with an assumed $I_2=27.5$ eV, would cost 3.05 eV and B as a singly charged ion, with $I_1=7.9$ eV, 2.94 eV, and both carry less flux. For A this holds as long as $I_2$ exceeds 26.0 eV.

**Solvation.** If B's radius is 0.105 nm instead, A's being unchanged, $S_2$ rises to 18.285 eV and the cost falls to 1.115 eV. B's flux without a barrier rises from $4\times10^{-2}$ to $5\times10^{9}$ cm⁻²s⁻¹, against $1\times10^4$ for A. B now needs the full 1.89 nm. The fluxes cross where $S_2$ has grown by 0.402 eV, at

$$a=0.110\times\frac{17.454}{17.454+0.402}=0.1075\ {\rm nm}.$$

At equal fixed radii, a rise of $k$ from 3.0 to slightly above 3.2 (the fluxes cross at 3.203) also removes the advantage, because $S_z$ grows with $k$ four times faster for B than for A.

**Oxidant.** With $\Lambda=5.5$ eV the costs fall by 0.5 eV for A and by 1.0 eV for B, to 0.636 and 0.946 eV. B still has the higher cost, yet its flux is about 20 times A's ($9.6\times10^{11}$ against $4.7\times10^{10}$ cm⁻²s⁻¹), because the image force lowers the doubly charged ion more. This ratio belongs to the dilute model; the last section shows that crowding at the contact can reverse it. Both need 1.89 nm. The crossover is at $\Lambda=5.0+0.402/(2-1)=5.40$ eV. These fluxes assume that the oxidant channel dominates. When it is the slower return path, B's flux is reduced by about $r_2/r_1$; it stays above $J^*$ as long as this ratio exceeds $317/(9.6\times10^{11})\approx3\times10^{-10}$.

**Compact oxide.** With $G=2.0$ eV, B's cost becomes $0.946+2.0=2.946$ eV, well above the threshold. If the oxidant supply stops, the clean value of 1.946 eV returns, which in this example is still above it.

## How far the numbers can be trusted

The weakest part is the solvation energy. At the surface of the doubly charged ion the Born field is about 790 MV/cm, far beyond linear response. The radius is therefore an effective parameter that also stands for local bonding, and an uncertainty of 0.0025 nm in it already decides the order. The value 0.110 nm is chosen to place both costs near their thresholds and is not a property of cobalt: the Born radius that reproduces the hydration energy of Co²⁺, about 0.143 nm, gives 6.0 eV for B and 2.15 eV for A, and below 0.099 nm B's cost turns negative. The cycle shows what must be known; it does not predict the order for a particular pair of metals.

Smaller corrections are a 0.1 V change of contact dipole, which moves B by 0.2 eV and A by half as much, and an entropy difference of $5k_B$, which is worth 0.16 eV. Either is a sizeable part of the 0.40 eV advantage. Nonlinear hopping raises B's drift far from the contact by a factor of 1.15, which is minor. The tolerated dose of doubly charged ions produces a field of about 0.12 MV/cm. At fixed voltage these positive ions weaken the field at the emitting contact. In a 10 nm film B's flux falls to 0.41 of its value for a sheet at 3 nm, to 0.60 for a uniform spread and to 0.94 for a sheet near the far electrode, which corresponds to 0.03 eV or less in the cost.

The dilute treatment is strained close to the contact. B's image energy is half the total lowering, 0.31 eV, at the maximum at 1.55 nm, and varies as $1/x$, so it is $0.48\ {\rm eV\,nm}/x$. For a cost of 1.115 eV it cancels the cost at 0.43 nm (0.47 nm if the work of the field is included), and nearer the contact the ions must crowd. A layer of $n$ ions per area at distance $x$ forms a dipole with its image and raises the energy of ions beyond it by $z^2e^2nx/(k\varepsilon_0)$. In a mean-field estimate with ion planes 0.3 nm apart, the first at 0.45 or 0.3 nm, this raises B's cost by 0.21 to 0.66 eV at $a=0.105$ nm and by 0.36 to 0.82 eV with the oxidant (any compensation by the reduced product neglected), and A's by less than 0.01 eV. B's lead in flux is worth 0.43 eV in the first case and 0.10 eV in the second. Without a barrier, $J_0$ in these cases is thus neither a lasting flux nor a safe ranking, and the crossovers quoted above are those of the dilute model. With a barrier at the tolerated flux, the reduced activity raises the effective cost to $E^*=1.657$ eV, and the crowded region shrinks to 0.29 nm, about one hop. The same estimate then gives a shift of 0.16 eV, with $2\times10^{12}$ ions/cm² held at the contact, if the first plane is at 0.3 nm, and a negligible one if it is at 0.45 nm. B's threshold is uncertain by this amount, which does not change the thicknesses of the example.

For a cobalt line in a low-$k$ film, the field of 1 MV/cm corresponds to 1 V across 10 nm, and 378 K is a plausible temperature of use. The permeability, the ion mobility and $\Lambda$ are assumed values, not data for such a stack. A real barrier has grain boundaries and thin spots, which break the assumption of one uniform $P$. If they lower the effective dissolution or migration energy by 0.1 eV, $P$ rises by a factor of 21.5 and $L_\infty$ from 1.9 to about 41 nm. An error of this kind outweighs any change of thickness that the release cost can cause below threshold. Leaving out the barrier because a metal is strongly cohesive is justified, within this model, when its release cost exceeds $E^*$ for the actual charge state, dielectric and oxidant supply, with $W$ taken for the bare metal surface that then faces the dielectric. The remaining values are in the numerical output.

## Computed values

```
T = 378 K, kT = 0.03257 eV
k = 3.0, field = 1.0 MV/cm
A: z = 1, cohesion = 3.0 eV, ionization = 7.5 eV
B (cobalt-like): z = 2, cohesion = 4.4 eV, ionization = 25.0 eV
Contact level W = 5.0 eV
Oxidant level = 5.5 eV
Oxide stability G = 2.0 eV per metal atom
Radii: equal 0.110 nm, small 0.105 nm
A: cost before solvation = 5.500 eV, Born = 4.364 eV
B: cost before solvation = 19.400 eV, Born = 17.454 eV
B: Born, small radius = 18.285 eV
Site density = 1.0e+22 cm^-3
Hop = 0.3 nm, attempts = 1.0e+13 s^-1, migration = 0.8 eV
Ion diffusivity = 1.941e-13 cm2/s
Dose = 1.0e+11 cm^-2 in 10 yr
Allowed flux = 316.9 cm^-2 s^-1
Barrier permeability = 6.0e-05 cm^-1 s^-1
Limiting thickness = 1.893 nm
z = 1: drift = 5.959e-06 cm/s, image lowering = 0.219 eV, threshold = 1.250 eV
z = 2: drift = 1.192e-05 cm/s, image lowering = 0.620 eV, threshold = 1.657 eV
A clean: cost = 1.136 eV, J0 = 1.02e+04 cm^-2 s^-1, L = 1.835 nm
B clean, equal radius: cost = 1.946 eV, J0 = 4.45e-02 cm^-2 s^-1, L = 0.000 nm
B clean, small radius: cost = 1.115 eV, J0 = 5.36e+09 cm^-2 s^-1, L = 1.893 nm
A with oxidant: cost = 0.636 eV, J0 = 4.74e+10 cm^-2 s^-1, L = 1.893 nm
B with oxidant: cost = 0.946 eV, J0 = 9.57e+11 cm^-2 s^-1, L = 1.893 nm
B from compact oxide: cost = 2.946 eV, J0 = 2.07e-15 cm^-2 s^-1, L = 0.000 nm
B advantage over A, clean = 0.402 eV
Crossover radius of B = 0.1075 nm
Crossover oxidant level = 5.402 eV
Crossover permittivity = 3.203
A as z=2: ionization = 27.5 eV, cost = 3.046 eV
B as z=1: ionization = 7.9 eV, cost = 2.936 eV
Chain test: cycle = 1.5732 eV, direct (1200 sites) = 1.5740 eV
Lattice flux / series formula = 0.9988
Two-channel test density = 1.311 (limits 1 and 20)
Neglected: 0.1 V contact dipole, z=2 = 0.20 eV
Neglected: nonlinear hopping factor, z=2 = 1.147
Neglected: field of full z=2 dose = 0.121 MV/cm
Neglected: Born field at ion, z=2 = 793 MV/cm
Neglected: entropy of 5 k = 0.163 eV
Image maximum, z=2 = 1.55 nm from contact
Permeability factor per 0.1 eV = 21.5
```
